The Supply Function for Source-Drain Tunnelling in a Two-Dimensional Channel

An ultrathin-body transistor is off when the gate raises a barrier between source and drain. If the barrier is only a few nanometres long, electrons tunnel through it. They also carry momentum along the device width, and this sideways motion affects how many electrons arrive at each energy of forward motion.

Let x run from source to drain and y along the width W. One subband is occupied, with edge U(x) independent of y. Its effective masses m_x and m_y are constants, the same in source, barrier and drain, and its energy is parabolic. Transport is coherent. The contacts are in separate equilibria with Fermi levels μ_S and μ_D, and

f(E − μ) = 1/(1 + e^{(E−μ)/k_BT}).

The factor g counts spin and equivalent valleys. The charge q is positive and I denotes the magnitude of the current. Energies are measured from the source subband edge.

**(a) Show that k_y is conserved and that the transmission depends on a single energy. State which assumptions this needs.**

Solution. The envelope equation is

−(ħ²/2m_x) ∂²ψ/∂x² − (ħ²/2m_y) ∂²ψ/∂y² + U(x)ψ = Eψ.

Nothing in it depends on y, so solutions may be taken as ψ = e^{ik_y y} φ(x). The second derivative in y gives −k_y², and moving that term to the right leaves

−(ħ²/2m_x) φ″ + U(x)φ = E_x φ,  E_x = E − ħ²k_y²/(2m_y).

An incoming wave with a given k_y keeps it, and its transmission is a function T(E_x).

Conservation of k_y alone would not suffice. Suppose the barrier has a different transverse mass m_b. With barrier edge U_B, the forward kinetic energy there is

E − U_B − ħ²k_y²/(2m_b) = E_x − U_B + (ħ²k_y²/2)(1/m_y − 1/m_b).

The last term acts as a barrier shift that depends on k_y, so T is no longer a function of E_x alone.

If U depends on y, k_y itself is not conserved. This was tested by solving the full scattering problem on a two-dimensional lattice strip, with eight rows 1 nm apart, hard side walls and total energy 0.28 eV. For a y-uniform barrier, the share of the summed transmission that changed transverse mode was zero to rounding. Raising the barrier by 0.05 eV over half the strip made it 7%.

**(b) Count the electrons and write the current as an integral over E_x, leaving the sum over k_y as an integral N.**

Solution. Fix k_y, one spin and one valley. Source states moving towards the barrier have density dk_x/(2π) per unit length and velocity v = (1/ħ) dE_x/dk_x. Their contribution to the current is

q v T f dk_x/(2π) = (q/2πħ) T(E_x) f(E_x + ħ²k_y²/2m_y − μ_S) dE_x.

The velocity has cancelled the one-dimensional density of states.

The drain sends a current the other way, with the same T. To see this, let φ_L be the wave incident from the left, with transmitted amplitude t, and φ_R the wave incident from the right, with transmitted amplitude t′. Both solve the same equation at the same E_x, so φ_Lφ_R′ − φ_L′φ_R is independent of x. It equals −2ik₁t′ in the source and −2ik₃t in the drain, where k₁ and k₃ are the wave numbers there. Hence k₁t′ = k₃t. The two transmission probabilities are (k₃/k₁)|t|² and (k₁/k₃)|t′|², which are therefore equal.

Each scattering state is filled according to the contact it comes from, so no factor for empty final states is added.

For periodic conditions across the width, k_y has spacing 2π/W, and for large W the sum becomes W∫dk_y/(2π). Since T does not contain k_y, it comes out of that integral:

I/W = g (q/2πħ) ∫dE_x T(E_x) [N(μ_S − E_x) − N(μ_D − E_x)],

N(μ − E_x) = ∫_{−∞}^{∞} (dk_y/2π) f(E_x + ħ²k_y²/2m_y − μ).

N is the supply function. It has the dimension of inverse length and counts the occupied transverse modes per unit width, for one spin and valley. The energy integral starts at the higher of the two contact edges, because below it one contact has no propagating state.

**(c) Evaluate N.**

Solution. Define η = (μ − E_x)/k_BT and u = ħ²k_y²/(2m_yk_BT). The integrand is even in k_y, so the integral is twice that over k_y > 0. There

k_y = (√(2m_yk_BT)/ħ) u^{1/2},  dk_y = (√(2m_yk_BT)/2ħ) u^{−1/2} du.

Therefore

N = (2/2π) (√(2m_yk_BT)/2ħ) ∫₀^∞ u^{−1/2} du/(1 + e^{u−η})
  = (√(2m_yk_BT)/2πħ) ∫₀^∞ u^{−1/2} du/(1 + e^{u−η}).

The Fermi-Dirac integral of order j, in the normalization used here, is

F_j(η) = (1/Γ(j+1)) ∫₀^∞ u^j du/(1 + e^{u−η}).

For j = −1/2 the normalizing factor is Γ(1/2) = √π, so the last integral equals √π F_{−1/2}(η). The prefactor becomes √π √(2m_yk_BT)/(2πħ) = √(m_yk_BT/(2πħ²)), and

N(μ − E_x) = p F_{−1/2}((μ − E_x)/k_BT),  p = √(m_yk_BT/(2πħ²)).

The order −1/2 comes from the power u^{−1/2}, which is the density of states of one free transverse direction. If F_j is defined without 1/Γ(j+1), p must be divided by √π.

As a test, f was summed explicitly over the allowed k_y of a periodic strip 2000 nm wide, at 300 K with m_y = 0.20 m₀, for five values of μ − E_x from −0.25 to 0.09 eV. The sums agreed with this formula, evaluated through polylogarithms, to a largest relative difference of 2 × 10⁻¹⁶.

**(d) Find N far above and far below the Fermi level.**

Solution. Far above it, η is large and negative. Expanding the Fermi function in powers of e^{η−u} gives

1/(1 + e^{u−η}) = e^{η−u} − e^{2(η−u)} + …

With ∫₀^∞ u^{−1/2}e^{−nu} du = √(π/n),

F_{−1/2}(η) = e^η − e^{2η}/√2 + …

The first term is the Boltzmann result. The second reduces it by the relative amount e^η/√2.

Far below the Fermi level, η is large and positive. Put u = s²:

F_{−1/2}(η) = (2/√π) ∫₀^∞ ds/(1 + e^{s²−η}).

The integrand is close to one for s < √η and close to zero beyond, so to leading order F_{−1/2} → 2√(η/π). Then

N → 2√(m_yk_BT/(2πħ²)) √((μ−E_x)/(πk_BT)) = √(2m_y(μ−E_x))/(πħ) = k_F/π,

where ħ²k_F²/(2m_y) = μ − E_x. The occupied k_y fill the interval from −k_F to k_F, of length 2k_F, and division by 2π gives the same answer. Temperature has dropped out, so tunnelling from a degenerate source survives cooling.

**(e) Recover the classical over-barrier current by setting T = 1 above a barrier top U_B and T = 0 below it.**

Solution. Start from F_{1/2}. Its Fermi function depends on u − η, so a derivative in η is minus a derivative in u. Integrating by parts, with vanishing boundary terms,

dF_{1/2}/dη = (1/Γ(3/2)) (1/2) ∫₀^∞ u^{−1/2} du/(1 + e^{u−η}) = F_{−1/2}(η),

because Γ(3/2) = Γ(1/2)/2. With dE_x = −k_BT dη, the source current is

I/W = g (q/2πħ) p k_BT F_{1/2}(η_top),  η_top = (μ_S − U_B)/k_BT.

The drain gives the same expression with μ_D, to be subtracted. The order rises from −1/2 to +1/2 because a second energy has been integrated. For tunnelling, T(E_x) varies under the integral and this last step is not available.

**(f) Derive T for a rectangular barrier of length L and height U_B, with the drain edge at −qV.**

Solution. The wave numbers in source, barrier and drain are

k₁ = √(2m_xE_x)/ħ,  k_b = √(2m_x(E_x−U_B))/ħ,  k₃ = √(2m_x(E_x+qV))/ħ.

Let φ = e^{ik₁x} + r e^{−ik₁x} for x < 0 and φ = t e^{ik₃(x−L)} for x > L. Matching φ and φ′ at x = L fixes the barrier solution:

φ = t [cos k_b(x−L) + i(k₃/k_b) sin k_b(x−L)].

With θ = k_bL, its values at x = 0 are

φ(0) = t [cos θ − i(k₃/k_b) sin θ],  φ′(0) = t [k_b sin θ + ik₃ cos θ].

On the source side 1 + r = φ(0) and 1 − r = φ′(0)/(ik₁). Adding them removes r:

2 = t [(1 + k₃/k₁) cos θ − i(k₃/k_b + k_b/k₁) sin θ].

The transmission is the ratio of fluxes, T = (k₃/k₁)|t|². For real k_b,

T = 4k₁k₃ / [(k₁+k₃)² cos²θ + (k_b + k₁k₃/k_b)² sin²θ].

Below the top k_b = iκ, with κ = √(2m_x(U_B−E_x))/ħ. Then cos θ = cosh κL and sin θ = i sinh κL, so

T = 4k₁k₃ / [(k₁+k₃)² cosh²κL + (κ − k₁k₃/κ)² sinh²κL].

At the top itself k_b → 0 and sin θ/k_b → L, which gives T = 4k₁k₃/[(k₁+k₃)² + (k₁k₃L)²].

**(g) Evaluate the leakage for L = 5.0 nm, U_B = 0.30 eV, μ_S = 0.05 eV, V = 0.50 V, μ_D = μ_S − qV, m_x = m_y = 0.20 m₀, g = 4 and 300 K.**

Solution. Here k_BT = 0.02585 eV and p = 0.1039 nm⁻¹. At E_x = 0.05 eV, the source Fermi level, η = 0 and

N = 0.1039 × 0.6049 = 0.0629 nm⁻¹.

Since m_x = m_y, the definition of p turns a kinetic energy ε into a wave number, k = 2√π p √(ε/k_BT) = 0.3684 √(ε/k_BT) nm⁻¹. The kinetic energies 0.05 eV in the source and 0.55 eV in the drain, and the deficit 0.25 eV in the barrier, give

k₁ = 0.512, k₃ = 1.699, κ = 1.146 nm⁻¹,  κL = 5.73.

Both hyperbolic squares are close to e^{2κL}/4 = 2.36 × 10⁴. The numerator is 4k₁k₃ = 3.48, the bracketed coefficients are 4.89 and 0.15, and

T = 3.48/(5.04 × 2.36 × 10⁴) = 2.9 × 10⁻⁵.

Between E_x = 0.05 and 0.15 eV, N falls from 6.3 × 10⁻² to 2.1 × 10⁻³ nm⁻¹ while T rises to 4.4 × 10⁻⁴. The two trends partly cancel, and tunnelling electrons have a mean E_x of 0.11 eV, above the Fermi level.

Integration over energy gives 45 nA/µm of tunnelling and 6.7 nA/µm over the barrier. The total is 52 nA/µm, or 5.2 × 10⁻² A/m, of which 87% is tunnelling. A direct double integral over k_y and total energy, without the supply function, gives the same 52.028 nA/µm to the printed digits. The drain's return flow through the barrier is about 6 × 10⁻⁹ of the source flow.

The classical formula of part (e) gives 26 nA/µm over the barrier, four times the quantum value. The abrupt barrier reflects electrons that have enough energy to pass. At the top k₁ = 1.255 and k₃ = 2.049 nm⁻¹, so part (f) gives T = 10.3/(10.9 + 165) = 0.06. Above the top, the large second term in the denominator first vanishes where sin θ = 0, at k_b = π/L = 0.628 nm⁻¹. This energy lies (0.628/0.3684)² = 2.9 k_BT above the top, where few electrons remain.

Boltzmann statistics would overestimate the tunnelling flow by 42%. The error is concentrated at low E_x: at 0.01 eV, e^η = 4.70 but F_{−1/2} = 1.27, while at 0.15 eV they differ by 1.5%.

**(h) How do length and temperature change the balance, with band edges and Fermi levels held fixed?**

Solution. At 300 K tunnelling supplies 98% of the leakage for 4 nm, 49% for 6 nm and 1.7% for 10 nm. From 5 to 6 nm the tunnelling current falls by a factor of 6.1, but from 8 to 10 nm by only 3.8 over two nanometres. For thick barriers T varies mainly as e^{−2κL}, so the ratio of T at two energies with decay constants κ₁ > κ₂ grows as e^{2(κ₁−κ₂)L}. A longer barrier therefore shifts the flow towards the top, where κ is small and further lengthening costs less.

For the 5 nm barrier, cooling from 300 to 200 K reduces the over-barrier current by a factor of about 340, but tunnelling by only 2.3. Electrons passing over the barrier must lie at least 0.25 eV above the Fermi level, where the occupation falls steeply on cooling. Most tunnelling electrons at 300 K are also thermally excited, but to lower energies, so their number falls less. States below the Fermi level stay filled, as part (d) shows, and they supply the tunnelling current that remains at low temperature. At 400 K the two currents are 146 and 125 nA/µm, and over-barrier flow is the larger. These balances hold for abrupt walls and shift with the wall shape. With the centred 2 nm walls of part (i), tunnelling is still the larger at 400 K (about 370 against 230 nA/µm), and its share at 6 nm and 300 K is 63%.

**(i) Compare the model with a real transistor and size what it leaves out.**

Solution. The masses, the source density of 8.9 × 10¹² cm⁻² and the voltages are rough values for an ultrathin-body n-channel transistor. The 5 nm barrier is shorter than in production devices, whose gate lengths are roughly 15 nm or more. An off-current of tens of nA/µm is of the order tolerated in fast logic and far too large for low-power circuits. Real barriers do not have abrupt walls, and their length is then not uniquely defined. Linear walls 2 nm wide, centred on the barrier ends, multiply the total leakage by 2.2: tunnelling rises from 45 to 105 nA/µm and over-barrier flow from 6.7 to 12 nA/µm. Most of this comes from placement. The midpoint of the drain wall lies at −0.1 eV, below the source band edge, so centring it shortens the barrier for every source electron. If the same wall is shifted to cross half the barrier height, 0.15 eV, at x = L, the factor is 0.93.

Bands are not parabolic either. Take ε(1+αε) = ħ²k_x²/2m_x + ħ²k_y²/2m_y, with ε = E − U and α = 0.5 eV⁻¹. The left side changes between source and barrier by

(E−U_B)[1+α(E−U_B)] − E(1+αE) = −U_B + α(U_B² − 2EU_B).

This contains the total energy E, so T depends on k_y as well as E_x and the reduction to F_{−1/2} fails. The double integral, with φ′/[m_x(1+αε)] continuous at the walls, gives 1.6 times the parabolic leakage. Doubling m_y in the barrier alone gives a factor of 1.3. These factors were computed one at a time and need not multiply. Even for a given barrier height and length, the current is therefore uncertain by a factor of a few.

Higher subbands depend strongly on body thickness. For a 3 nm body treated as a hard-wall box, with a heavy mass of 0.90 m₀, the next levels lie 0.139 and 0.162 eV higher. With the same offsets in source and channel they add about 1.2% in total. This underestimates them: a finite oxide barrier (3.1 eV, oxide mass 0.5 m₀) lowers the offsets to 0.124 and 0.091 eV and raises the addition to about 10%. At the same μ_S, hard-wall bodies of 4, 5 and 6 nm add 15%, 48% and 88%, so the one-subband model needs a body of about 3 nm or thinner.

A finite width with hard side walls allows k_y = πn/W with n ≥ 1. Up to corrections that are negligible for large W, the sum of f over all integers n is (W/π)∫dk_y f = 2WN. Removing n = 0 and halving gives

(1/W) Σ_{n≥1} f = N − f(E_x − μ)/(2W).

For W = 100 nm this lowers the leakage by 4.4%. The Boltzmann estimate 1/(2Wp) is 4.8%.

Scattering can be sized for classical flow along a flat channel. Let forward and backward fluxes j₊ and j₋ exchange carriers at rate 1/λ per unit length, so that dj₊/dx = −(j₊−j₋)/λ. The net flux J = j₊ − j₋ is constant. With no flux entering from the drain, j₊(L) = J, hence j₊(0) = J(1 + L/λ) and

J/j₊(0) = λ/(λ+L).

For L ≫ λ this is λ/L. The two directions are then almost equally filled at the source end, so the density is 2j₊/v and diffusion gives J = 2Dj₊/(vL), hence λ = 2D/v. The mean forward speed of a Maxwell distribution is v = √(2k_BT/πm_x) = 1.20 × 10⁷ cm/s. For a rough mobility of 200 cm²/Vs, D is that mobility times k_BT/q, and

λ = 2 × 0.02585 × 200/(1.20 × 10⁷) cm = 8.6 nm.

The formula then gives a transmitted fraction of 0.63. This is a rough estimate, because λ was matched for L ≫ λ while the barrier here is shorter than λ, but it suggests that scattering is not negligible for over-barrier flow even at 5 nm. That flow is only 13% of the leakage here, so the total would fall by about 5%. Its effect on tunnelling, where it can also change k_y, was not computed.

The field in the 2 nm drain wall is 4 MV/cm, which raises the question of interband processes. With a rough gap of 1.1 eV, the valence edge under the barrier lies at 0.30 − 1.1 = −0.80 eV, below the drain conduction edge at −0.50 eV, so direct interband tunnelling between them has no overlapping states. An electron entering at the barrier-top energy reaches the drain with 0.80 eV, less than the gap needed for impact ionization. A smaller gap or a larger bias could open both channels. Gate leakage and the self-consistent response of U(x) to charge and bias are not included.

Computed results

```
temperature 300 K, kT = 0.02585 eV
barrier length 5.0 nm, top 0.30 eV above source edge
source Fermi level 0.05 eV above edge, drain bias 0.50 V
masses m_x = 0.20, m_y = 0.20 m0, spin x valleys = 4
source sheet density = 8.938e+12 cm^-2
supply prefactor = 0.10392 nm^-1
E_x (eV), eta, F_-1/2, exp(eta), N (nm^-1), T:
  0.01   1.5473 1.2701e+00 4.6986e+00 1.3199e-01 6.0488e-06
  0.05   0.0000 6.0490e-01 1.0000e+00 6.2861e-02 2.9264e-05
  0.15  -3.8682 2.0593e-02 2.0897e-02 2.1400e-03 4.3718e-04
  0.29  -9.2836 9.2928e-05 9.2935e-05 9.6571e-06 3.8321e-02
largest relative error, k_y sum vs formula = 2.2e-16
largest relative error, wave equation vs T = 7.4e-05
mode-changing share, y-uniform barrier = 0.0e+00
mode-changing share, 0.05 eV step in y = 0.070
tunnelling leakage = 45.369 nA/um
over-barrier leakage = 6.658 nA/um
total leakage = 52.028 nA/um = 5.203e-02 A/m
total from k_y-resolved double integral = 52.028 nA/um
over-barrier source current if T = 1: 26.278 nA/um
mean E_x of tunnelling electrons = 0.1119 eV
drain/source tunnelling flow ratio = 5.65e-09
length (nm), tunnelling, over-barrier (nA/um), tunnelling share:
   4.0 3.4208e+02 5.7981e+00 0.9833
   5.0 4.5369e+01 6.6585e+00 0.8720
   6.0 7.4455e+00 7.7073e+00 0.4914
   8.0 6.0423e-01 8.9022e+00 0.0636
  10.0 1.6102e-01 9.2342e+00 0.0171
temperature (K), tunnelling, over-barrier (nA/um):
  200 1.9680e+01 1.9463e-02
  300 4.5369e+01 6.6585e+00
  400 1.2481e+02 1.4616e+02
Neglected effects (leakage ratios refer to the total above):
Boltzmann/Fermi tunnelling flow ratio = 1.419
barrier m_y doubled: leakage ratio = 1.286
nonparabolicity 0.5 /eV: leakage ratio = 1.617
body 3.0 nm, heavy mass 0.90 m0: subband offsets 0.139, 0.162 eV
second subband adds 0.622 %
other valleys, heavy along y, add 0.539 %
other valleys, heavy along x, add 0.034 %
linear walls 2.0 nm wide: leakage ratio = 2.244
field in drain wall = 4.00 MV/cm
hard side walls, width 100 nm: leakage ratio = 0.9556
mobility 200 cm2/Vs (rough): forward speed 1.203e+07 cm/s
mean free path = 8.60 nm, path/(path+length) = 0.632
edge drop top to drain = 0.80 eV, rough gap 1.1 eV
```
